Solving the Redhead equation for a first-order hydrogen desorption peak

**Question**

I am working on an exercise about hydrogen leaving a semiconductor surface before epitaxial growth. The surface is heated at 2 K/s, and the hydrogen signal has a single peak at 800 K. I am told to assume first-order desorption with a prefactor of 10¹⁵ per second and to find the desorption energy from the Redhead equation,

E/(k Tp²) = (ν/β) exp(−E/(k Tp)).

I can't isolate E, because it stands both in front of the exponential and inside it. A classmate uses E ≈ k Tp [ln(ν Tp/β) − 3.64] instead, but can't say where 3.64 comes from. I also don't see why the equation contains no initial coverage, since more hydrogen surely gives a bigger peak. And how far should I trust the answer, given that the prefactor was simply handed to me?

**Answer**

The equation has one positive solution, and a few lines on a calculator will find it. It helps to derive the equation first, because the derivation also settles your question about coverage.

**Where the equation comes from**

Let θ be the hydrogen coverage as a fraction of the available sites. First-order desorption with an Arrhenius rate constant means

dθ/dt = −ν θ exp(−E/(kT)),

where ν is the prefactor, E > 0 the activation energy of one desorption event, and k the Boltzmann constant. I take ν and E to be independent of coverage and temperature. The temperature rises linearly, T = T0 + βt, from a value T0 well below the peak. Desorbed gas is pumped away quickly and does not readsorb, so the signal is proportional to the rate

r = −dθ/dt = ν θ exp(−E/(kT)).

If two H atoms leave as one H₂ molecule, the molecular signal is half the atomic rate. A constant factor does not move a maximum, so this is harmless here.

Since dT = β dt, the rate law in terms of temperature is

dθ/dT = −(ν/β) θ exp(−E/(kT)).

The maximum of r is also the maximum of ln r, which is easier to differentiate:

ln r = ln ν + ln θ − E/(kT)

d ln r/dT = (1/θ) dθ/dT + E/(kT²).

Inserting the rate law cancels θ:

d ln r/dT = E/(kT²) − (ν/β) exp(−E/(kT)).

The first term describes the rate constant growing as the surface warms. The second describes the coverage running out. The first falls steadily with T and the second rises steadily, so their difference can vanish only once, and it passes from positive to negative there. That point is the single maximum, and setting the derivative to zero at T = Tp gives your equation.

The initial coverage θ0 has dropped out because the first-order rate law is linear in θ. Doubling θ0 doubles the signal at every temperature: the peak becomes taller but stays where it is.

**Solving for E**

Use the dimensionless energy

x = E/(k Tp).

Multiplying the Redhead equation by Tp turns its left side into x:

x = (ν Tp/β) exp(−x), or x exp(x) = ν Tp/β.

For x > 0 the function x exp(x) has the positive derivative (1 + x) exp(x), and it rises from zero without bound. There is therefore exactly one positive root. It is the Lambert function W(ν Tp/β), if your software has it. By hand, take the logarithm:

x + ln x = L, with L = ln(ν Tp/β).

Now write this as x = L − ln x and use it as an iteration: insert a value on the right, and read off a better one on the left. This works because the logarithm changes slowly. The right side has slope −1/x, so near the root each step multiplies the error by about −1/x. With x near 37, the error shrinks about 37-fold per step and changes sign.

For your data,

ν Tp/β = (10¹⁵ s⁻¹)(800 K)/(2 K/s) = 4.000 × 10¹⁷

L = ln(4.000 × 10¹⁷) = 40.53024.

Starting from x₀ = L,

x₁ = 40.53024 − ln 40.53024 = 36.82819
x₂ = 40.53024 − ln 36.82819 = 36.92398
x₃ = 40.53024 − ln 36.92398 = 36.92138
x₄ = 40.53024 − ln 36.92138 = 36.92145.

The start lies above the root, because the root is L minus a positive logarithm. The right side decreases with x, so x₁ must lie below the root and x₂ above it. Two steps thus enclose the answer, with no need to know it beforehand.

With k Tp = 0.068939 eV, the energy is

E = k Tp x = 0.068939 eV × 36.9215 = 2.545 eV.

So **E ≈ 2.55 eV**, or about 246 kJ per mole of desorption events.

Check it by substitution. The rate constant at the peak and the other side of the balance are

ν exp(−x) = 0.0923 s⁻¹

βE/(k Tp²) = βx/Tp = (2 K/s)(36.92)/(800 K) = 0.0923 s⁻¹.

A check that does not use the Redhead equation is to integrate the rate law numerically, locate the maximum of the resulting spectrum, and adjust E until it lies at 800 K. This also gives 2.5453 eV, as the numerical output shows.

The balance has a simple meaning. The inverse rate constant is about 11 s, the mean lifetime of an adsorbed species if the temperature were held at 800 K. In that time the ramp advances by Tp/x, about 22 K. To leading order, this is also the temperature rise that multiplies the rate constant by e. The peak occurs when the lifetime has become as short as the time in which the ramp speeds up desorption by that factor.

**Where 3.64 comes from**

The exact relation is

E = k Tp (L − ln x).

Your classmate's formula replaces ln x by the constant 3.64, which amounts to guessing x ≈ 38 inside the logarithm. Here ln x = 3.609, so the formula errs by

k Tp (ln x − 3.64) = 0.068939 eV × (3.609 − 3.64) ≈ −0.002 eV,

and gives 2.543 eV. In general its error relative to E is (ln x − 3.64)/x. That is about −1.7% at x = 25 and +0.5% at x = 50. The formula is good when x is near 38, and one step of the iteration repairs it elsewhere.

**How far to trust 2.55 eV**

The root is precise, but the energy is only as good as its inputs. Differentiate x + ln x = L at fixed Tp and β. Since L contains ln ν,

(1 + 1/x) dx = d ln ν, so dx = [x/(1 + x)] d ln ν.

Multiplying by k Tp gives

∂E/∂ln ν = k Tp x/(1 + x) = 0.0671 eV.

A factor of ten in ν changes ln ν by 2.303, and hence E by about 0.155 eV. Solving again with other prefactors, for the same peak and heating rate, gives

ν = 10¹³ s⁻¹: E = 2.24 eV
ν = 10¹⁴ s⁻¹: E = 2.39 eV
ν = 10¹⁵ s⁻¹: E = 2.55 eV
ν = 10¹⁶ s⁻¹: E = 2.70 eV.

For the peak temperature, remember that Tp appears both in E = k Tp x and in L. At fixed ν and β,

dx/dTp = [x/(1 + x)]/Tp

∂E/∂Tp = kx + k Tp dx/dTp = kx [1 + 1/(1 + x)] = kx (x + 2)/(x + 1) = 3.27 meV/K.

An error of 5 K in the peak temperature therefore costs about 0.016 eV. An error of a factor of ten in ν costs as much as misreading the peak by about 47 K. If you quote 2.55 eV, quote the assumed ν with it.

**Measuring the prefactor instead of assuming it**

One peak position cannot determine two unknowns, but peaks at two heating rates can. Rearrange the Redhead equation to

Tp²/β = [E/(kν)] exp(E/(k Tp)),

and take the logarithm, with both sides measured in the same unit, K·s:

ln(Tp²/β) = E/(k Tp) + ln(E/(kν)).

A plot of the left side against 1/Tp is a straight line of slope E/k. For two peaks, subtraction removes the unknown ν:

E = k ln[T₁²β₂/(T₂²β₁)] / (1/T₁ − 1/T₂).

Simulated spectra with the parameters found above peak at T₁ = 772.46 K for β₁ = 0.5 K/s and at T₂ = 829.52 K for β₂ = 8 K/s. The faster ramp peaks at a higher temperature because it leaves less time for desorption at each temperature. The logarithm is 2.630 and the difference of inverse temperatures is 8.905 × 10⁻⁵ K⁻¹, so

E = (8.617 × 10⁻⁵ eV/K)(2.630)/(8.905 × 10⁻⁵ K⁻¹) = 2.545 eV.

Putting this energy back into the peak condition,

ν = [β₁E/(k T₁²)] exp(E/(k T₁)),

returns 1.00 × 10¹⁵ s⁻¹ when the unrounded peak temperatures are used.

Real data are less kind. The two peaks are only 57 K apart, and differentiating the two-peak formula with respect to T₂ shows that a 1 K error there shifts E by about 0.044 eV. Because E sits in an exponent, ν then changes by a factor of about two. A wide range of heating rates and a well-calibrated thermometer are worth having.

**What the remaining coverage tells you**

You can also work out how much hydrogen is left at the maximum. Integrating the rate law up to the peak gives

ln(θp/θ0) = −(ν/β) ∫ exp(−E/(kT)) dT, from T0 to Tp.

Desorption below T0 is negligible: for a start at 300 K, extending the integral down to T = 0 adds a fractional loss of only about 3 × 10⁻²⁸. So set the lower limit to zero and substitute T = Tp/u, for which dT = −Tp du/u². The integral becomes

Tp ∫ exp(−xu)/u² du, from u = 1 to ∞.

Next put u = 1 + s/x, so that du = ds/x and exp(−xu) = exp(−x) exp(−s). Replacing ν Tp/β by x exp(x), which is the peak condition, cancels both exp(−x) and 1/x:

ln(θp/θ0) = −J, with J = ∫ exp(−s)/(1 + s/x)² ds, from s = 0 to ∞.

For large x, expand 1/(1 + s/x)² = 1 − 2s/x + … and integrate term by term:

J = 1 − 2/x + …

In the limit of very large x, the fraction left is 1/e = 0.368. At finite x the denominator exceeds one for every s > 0, so J is below one and more than 1/e remains. For your peak the full integral gives θp/θ0 = 0.387. About 61% of the hydrogen has therefore left by 800 K, and the same share of the peak area should lie on the low-temperature side. You can compare that with a measured spectrum.

**Is the desorption really first order?**

This is a premise of the exercise, and it deserves some thought. If H atoms must meet at random to form H₂, the rate goes as θ² and desorption is second order. First order is reasonable if the atoms already sit in pairs and each pair leaves as a unit, because the number of pairs is then proportional to the coverage.

To see the difference, take

dθ/dt = −ν θ² exp(−E/(kT)).

Now ln r contains 2 ln θ, and (1/θ) dθ/dT = −(ν/β) θ exp(−E/(kT)). Setting the derivative of ln r to zero gives

E/(k Tp²) = (2νθp/β) exp(−E/(k Tp)).

The coverage no longer cancels. To find θp, integrate −dθ/θ² up to the peak. The temperature integral is the same as before, namely Tp exp(−x) J/x, so

1/θp − 1/θ0 = (ν Tp/β) exp(−x) J/x.

The second-order peak condition says (ν Tp/β) exp(−x) = x/(2θp). The right side is therefore J/(2θp), and multiplying by θp gives

θp/θ0 = 1 − J/2 ≈ 1/2 + 1/x.

Thus 2θp is close to θ0, and to leading order the peak obeys the first-order equation with ν replaced by νθ0. A smaller initial coverage acts like a smaller prefactor and pushes the peak to higher temperature.

Simulated spectra with E = 2.5453 eV and ν = 10¹⁵ s⁻¹ show this clearly:

First order: 800.00 K for θ0 = 1.0, and 800.00 K for θ0 = 0.2.
Second order: 799.00 K for θ0 = 1.0, and 833.34 K for θ0 = 0.2.

So repeat the experiment with different hydrogen doses. Within these two models, a peak that stays put points to first order, and one that moves up by tens of kelvin at low dose points to second order. The second-order peak at full coverage lies only 1 K from the first-order one, so a single peak position would not tell you which law applies.

**When the equation needs changing**

If neighbouring hydrogen atoms interact, E depends on θ. The first-order rate then has ln r = ln ν + ln θ − E(θ)/(kT), whose temperature derivative is

d ln r/dT = [1/θ − E′(θ)/(kT)] dθ/dT + E/(kT²),

where E′ = dE/dθ. Inserting the rate law and setting the result to zero at the peak gives

E/(k Tp²) = (ν/β) exp(−E/(k Tp)) [1 − θp E′(θp)/(k Tp)],

with E taken at θp. Repulsion makes E′ negative and the bracket larger than one. If θp E′ = −0.069 eV, which equals −k Tp here, the bracket is 2. That acts like a doubled prefactor and raises the energy inferred from the same peak by about 0.0671 eV × ln 2 ≈ 0.047 eV. A modest interaction thus matters more than the 0.002 eV error of the short formula. That figure is the energy at the peak coverage. If E is linear in θ, the energy at zero coverage is higher by a further 0.069 eV, about 0.116 eV above 2.545 eV in all. At 3.27 meV/K, the peak for a very small dose then lies roughly 35 K above the 800 K peak. Repulsion therefore moves a first-order peak upward at low dose by tens of kelvin, so such a shift alone does not establish second order on a real surface.

Readsorption, slow pumping, or a thermometer that lags behind the surface also break the link between the measured maximum and Tp. In those cases, model the measurement itself before extracting an energy. If the assumptions do hold, 2.55 eV is the activation energy for desorption at the stated prefactor. It is not automatically the energy of a single bond between hydrogen and the surface, because forming H₂ breaks two such bonds and makes a new one.

Computed values

```
Peak temperature Tp: 800 K
Heating rate beta: 2 K/s
Prefactor nu: 1e+15 1/s
Boltzmann constant k: 8.617333e-05 eV/K
k Tp: 0.068939 eV
nu Tp/beta: 4.000e+17 (no unit)
L = ln(nu Tp/beta): 40.5302 (no unit)
Iterate x0: 40.53024 (no unit)
Iterate x1: 36.82819 (no unit)
Iterate x2: 36.92398 (no unit)
Iterate x3: 36.92138 (no unit)
Iterate x4: 36.92145 (no unit)
Error ratio of x2 to x1: -0.0271 (no unit)
-1/x: -0.0271 (no unit)
Root x: 36.92145 (no unit)
ln x: 3.6088 (no unit)
Desorption energy E, Redhead equation: 2.5453 eV
Desorption energy E, simulated spectrum: 2.5453 eV
Desorption energy E, molar: 245.6 kJ/mol
Rate constant at peak: 0.09230 1/s
beta E/(k Tp^2): 0.09230 1/s
Short formula with 3.64: 2.5432 eV
Short formula minus root: -2.15 meV
dE/d(ln nu): 0.06712 eV
dE per factor 10 in nu: 0.1546 eV
dE/dTp: 3.266 meV/K
E if nu = 1e+13 1/s: 2.2368 eV
E if nu = 1e+14 1/s: 2.3909 eV
E if nu = 1e+16 1/s: 2.7000 eV
Coverage left at peak, theta/theta0: 0.3868 (no unit)
1/e: 0.3679 (no unit)
Simulation start temperature: 300 K
Fraction lost below start: 2.6e-28 (no unit)
First order peak, theta0 = 1.0: 800.00 K
First order peak, theta0 = 0.2: 800.00 K
Second order peak, theta0 = 1.0: 799.00 K
Second order peak, theta0 = 0.2: 833.34 K
Simulated peak at 0.5 K/s: 772.46 K
Simulated peak at 8.0 K/s: 829.52 K
E from two heating rates: 2.5453 eV
nu from two heating rates: 9.999e+14 1/s
```
